# Transmission ellipsometric psi of a glass plate at 60 degrees: a numerical check

```python
"""
Transmission ellipsometry of a glass plate, direct beam only.
Result under test: each interface gives t_p/t_s = 1/cos(phi_i - phi_t),
so a parallel plate in air gives tan(psi) = 1/cos(phi_i - phi_t)**2, Delta = 0.
  phi_i, phi_t : angles of incidence and refraction
  t_s, t_p     : transmitted electric-field amplitudes (s: normal to the plane
                 of incidence, p: in it); r_s, r_p: reflected amplitudes
  q            : wave-vector component along the surface, in units of omega/c
  beta         : phase gathered in one crossing of the plate
The reference side solves the continuity of tangential E and B numerically.
Time factor exp(-i omega t); polarization order in all matrices is (s, p).
"""
import numpy as np
from scipy import constants
from scipy.optimize import minimize_scalar


def tangential_fields(n, q, direction):
    """Columns s and p; rows E_x, E_y, B_x, B_y of a unit plane wave."""
    k = np.array([q, 0.0, direction * np.sqrt(n**2 - q**2 + 0j)])
    s_axis = np.array([0.0, 1.0, 0.0])
    columns = []
    for e in (s_axis, np.cross(s_axis, k) / n):
        b = np.cross(k, e)
        columns.append([e[0], e[1], b[0], b[1]])
    return np.array(columns, dtype=complex).T


def solve_stack(indices, thicknesses, q):
    """Reflection and transmission matrices from the boundary conditions.
    thicknesses: inner layers only, in units of c/omega."""
    last = len(indices) - 1
    matrix = np.zeros((4 * last, 4 * last), dtype=complex)
    source = np.zeros((4 * last, 2), dtype=complex)
    for a in range(last):
        rows = slice(4 * a, 4 * a + 4)
        forward = tangential_fields(indices[a], q, 1)
        backward = tangential_fields(indices[a], q, -1)
        if a == 0:
            source[rows] = -forward
            matrix[rows, 0:2] = backward
        else:
            kz = np.sqrt(indices[a]**2 - q**2 + 0j)
            phase = np.exp(1j * kz * thicknesses[a - 1])
            matrix[rows, 4 * a - 2:4 * a] = forward * phase
            matrix[rows, 4 * a:4 * a + 2] = backward / phase
        matrix[rows, 4 * a + 2:4 * a + 4] = -tangential_fields(
            indices[a + 1], q, 1)
        if a + 1 < last:
            matrix[rows, 4 * a + 4:4 * a + 6] = -tangential_fields(
                indices[a + 1], q, -1)
    solution = np.linalg.solve(matrix, source)
    return solution[:2], solution[-2:]


def direct_ratio(n, phi, film_index=None, film_thickness=0.0):
    """t_p/t_s of the beam that crosses the plate once."""
    q = np.sin(phi)
    if film_index is None:
        t_in = solve_stack([1.0, n], [], q)[1]
        t_out = solve_stack([n, 1.0], [], q)[1]
    else:
        t_in = solve_stack([1.0, film_index, n], [film_thickness], q)[1]
        t_out = solve_stack([n, film_index, 1.0], [film_thickness], q)[1]
    total = t_out @ t_in
    return total[1, 1] / total[0, 0]


def psi_degrees(ratio):
    return np.degrees(np.arctan(np.abs(ratio)))


# ---- single interface: many index pairs, both directions of travel ----
largest_error = 0.0
cases = 0
for n1, n2 in [(1.0, 1.5), (1.5, 1.0), (1.0, 4.0), (1.33, 1.7), (2.4, 1.2)]:
    limit = np.pi / 2 if n1 < n2 else np.arcsin(n2 / n1)
    for fraction in (0.0, 0.2, 0.5, 0.8, 0.97):
        a_in = fraction * limit
        a_out = np.arcsin(n1 * np.sin(a_in) / n2)
        r, t = solve_stack([n1, n2], [], n1 * np.sin(a_in))
        assert abs(t[0, 1]) + abs(t[1, 0]) < 1e-12
        c_in, c_out = np.cos(a_in), np.cos(a_out)
        assert abs(t[0, 0] - 2*n1*c_in / (n1*c_in + n2*c_out)) < 1e-11
        assert abs(t[1, 1] - 2*n1*c_in / (n2*c_in + n1*c_out)) < 1e-11
        flux = n2 * c_out / (n1 * c_in)
        for j in (0, 1):
            assert abs(abs(r[j, j])**2 + flux * abs(t[j, j])**2 - 1) < 1e-11
        error = abs(t[1, 1] / t[0, 0] - 1 / np.cos(a_in - a_out))
        largest_error = max(largest_error, error)
        cases += 1
assert largest_error < 1e-11

# trigonometric identity used in the proof, for unrelated angles
for a, b in [(0.3, 1.1), (1.2, 0.4), (0.9, 0.85)]:
    left = np.sin(a) * np.cos(a) + np.sin(b) * np.cos(b)
    assert abs(left - np.sin(a + b) * np.cos(a - b)) < 1e-14

# ---- worked example: inputs ----
n_glass = 1.5
phi_i = np.radians(60.0)
photon_energy_eV = 1.96
plate_mm = 5.0
beam_mm = 1.0
wavelength_nm = (constants.h * constants.c
                 / (photon_energy_eV * constants.e) * 1e9)

q = np.sin(phi_i)
phi_t = np.arcsin(q / n_glass)
cos_difference = np.cos(phi_i - phi_t)
tan_psi = 1 / cos_difference**2
psi = np.degrees(np.arctan(tan_psi))
r_in, t_in = solve_stack([1.0, n_glass], [], q)
r_out, t_out = solve_stack([n_glass, 1.0], [], q)
R_s, R_p = abs(r_in[0, 0])**2, abs(r_in[1, 1])**2

# ---- full plate at many internal phases; the mean isolates the direct beam
kz_glass = np.sqrt(n_glass**2 - q**2)
betas = np.pi * np.arange(64) / 64
full = np.array([np.diag(solve_stack([1.0, n_glass, 1.0],
                                     [beta / kz_glass], q)[1])
                 for beta in betas])
direct = np.mean(full * np.exp(-1j * betas)[:, None], axis=0)
rho_direct = direct[1] / direct[0]
assert abs(rho_direct - tan_psi) < 1e-11
assert abs(tan_psi - 12 * (5 - 2 * np.sqrt(6))) < 1e-12
assert abs(cos_difference - (0.5 + 1 / np.sqrt(6))) < 1e-13
assert abs(abs(direct[0])**2 - (1 - R_s)**2) < 1e-11
assert abs(abs(direct[1])**2 - (1 - R_p)**2) < 1e-11

# light polarized at 45 degrees: azimuth found by extinction at an analyzer
extinction = minimize_scalar(
    lambda a: abs(direct[1] * np.cos(a) - direct[0] * np.sin(a))**2,
    bounds=(0.0, np.pi / 2), method="bounded", options={"xatol": 1e-10})
azimuth = np.degrees(extinction.x)
assert extinction.fun < 1e-12 and abs(azimuth - psi) < 1e-4

# grazing limit: tan(psi) tends to n**2
grazing = abs(direct_ratio(n_glass, np.radians(89.9999)))
assert abs(grazing - n_glass**2) < 1e-4

# ---- neglected effect: overlapping multiple reflections ----
I_s, I_p = np.mean(np.abs(full)**2, axis=0)
cross = np.mean(full[:, 1] * np.conj(full[:, 0]))
assert abs(I_p / I_s - tan_psi**2 * (1 - R_s**2) / (1 - R_p**2)) < 1e-11
psi_incoherent = psi_degrees(np.sqrt(I_p / I_s))
polarization = np.sqrt((I_p - I_s)**2 + 4 * abs(cross)**2) / (I_p + I_s)
psi_coherent = psi_degrees(full[:, 1] / full[:, 0])
assert abs(psi_coherent[0] - 45.0) < 1e-9
assert psi_coherent.min() > 45.0 - 1e-9

# distance between successive beams, from the ray directions
step = plate_mm * q / kz_glass
separation = abs(np.cross([2 * step, 0.0, 0.0],
                          [np.sin(phi_i), 0.0, np.cos(phi_i)])[1])
assert abs(separation
           - 2 * plate_mm * np.tan(phi_t) * np.cos(phi_i)) < 1e-12
assert separation > beam_mm

# ---- neglected effects: angle error, real index, strain, surface layer ----
angle_error_deg = 0.1
shift_angle = psi_degrees(
    direct_ratio(n_glass, phi_i + np.radians(angle_error_deg))) - psi
n_crown = 1.52
shift_index = psi_degrees(direct_ratio(n_crown, phi_i)) - psi

strain_nm_per_cm = 5.0
path_cm = plate_mm / np.cos(phi_t) / 10
retardance = 2 * np.pi * strain_nm_per_cm * path_cm / wavelength_nm
strain_psi, strain_delta = [], []
for axis in np.linspace(0.0, np.pi, 181):
    c, s = np.cos(axis), np.sin(axis)
    turn = np.array([[c, s], [-s, c]])
    plate = turn.T @ np.diag(np.exp([0.5j * retardance,
                                     -0.5j * retardance])) @ turn
    field = t_out @ plate @ t_in @ np.array([1.0, 1.0])
    strain_psi.append(abs(psi_degrees(field[1] / field[0]) - psi))
    strain_delta.append(abs(np.degrees(np.angle(field[1] / field[0]))))

film_nm, film_index = 2.0, 1.33
rho_film = direct_ratio(n_glass, phi_i, film_index,
                        2 * np.pi * film_nm / wavelength_nm)
shift_film = psi_degrees(rho_film) - psi
delta_film = np.degrees(np.angle(rho_film))

# ---- output ----
print(f"interface cases tested: {cases}")
print(f"largest error of the interface ratio: {largest_error:.1e}")
print(f"glass index: {n_glass:.2f}")
print(f"angle of incidence: {np.degrees(phi_i):.2f} deg")
print(f"photon energy: {photon_energy_eV:.2f} eV")
print(f"vacuum wavelength: {wavelength_nm:.1f} nm")
print(f"plate thickness: {plate_mm:.1f} mm")
print(f"beam diameter: {beam_mm:.1f} mm")
print(f"angle of refraction: {np.degrees(phi_t):.3f} deg")
print(f"phi_i - phi_t: {np.degrees(phi_i - phi_t):.3f} deg")
print(f"cos(phi_i - phi_t): {cos_difference:.6f}")
print(f"entrance t_s: {t_in[0, 0].real:.5f}")
print(f"entrance t_p: {t_in[1, 1].real:.5f}")
print(f"exit t_s: {t_out[0, 0].real:.5f}")
print(f"exit t_p: {t_out[1, 1].real:.5f}")
print(f"one-interface ratio, entrance: "
      f"{(t_in[1, 1] / t_in[0, 0]).real:.6f}")
print(f"one-interface ratio, exit: "
      f"{(t_out[1, 1] / t_out[0, 0]).real:.6f}")
print(f"tan(psi), formula: {tan_psi:.6f}")
print(f"tan(psi), direct part of full solution: {abs(rho_direct):.6f}")
print(f"psi: {psi:.3f} deg")
print(f"psi in radians: {np.radians(psi):.5f} rad")
print(f"|Delta|: {abs(np.degrees(np.angle(rho_direct))):.3f} deg")
print(f"azimuth found by extinction: {azimuth:.3f} deg")
print(f"rotation from 45 deg towards p: {azimuth - 45:.3f} deg")
print(f"grazing limit of psi: {np.degrees(np.arctan(n_glass**2)):.2f} deg")
print(f"reflectance R_s of one face: {R_s:.5f}")
print(f"reflectance R_p of one face: {R_p:.5f}")
print(f"direct transmittance, s: {abs(direct[0])**2:.4f}")
print(f"direct transmittance, p: {abs(direct[1])**2:.4f}")
print(f"distance between successive beams: {separation:.2f} mm")
print(f"psi, all beams added incoherently: {psi_incoherent:.3f} deg")
print(f"shift of psi, incoherent: {psi_incoherent - psi:.3f} deg")
print(f"degree of polarization, incoherent: {polarization:.5f}")
print(f"lowest psi, all beams coherent: {psi_coherent.min():.2f} deg")
print(f"highest psi, all beams coherent: {psi_coherent.max():.2f} deg")
print(f"angle error assumed: {angle_error_deg:.1f} deg")
print(f"shift of psi from angle error: {shift_angle:.4f} deg")
print(f"rough crown-glass index: {n_crown:.2f}")
print(f"shift of psi from that index: {shift_index:.4f} deg")
print(f"rough strain retardation: {strain_nm_per_cm:.1f} nm/cm")
print(f"strain retardance of the plate: {np.degrees(retardance):.2f} deg")
print(f"largest strain shift of psi: {max(strain_psi):.4f} deg")
print(f"largest strain shift of Delta: {max(strain_delta):.2f} deg")
print(f"surface layer thickness, each face: {film_nm:.1f} nm")
print(f"surface layer index: {film_index:.2f}")
print(f"surface layer shift of psi: {shift_film:.5f} deg")
print(f"surface layer shift of Delta: {delta_film:.3f} deg")
print("finished without a failed check")
```

Printed output:

```
interface cases tested: 25
largest error of the interface ratio: 1.3e-14
glass index: 1.50
angle of incidence: 60.00 deg
photon energy: 1.96 eV
vacuum wavelength: 632.6 nm
plate thickness: 5.0 mm
beam diameter: 1.0 mm
angle of refraction: 35.264 deg
phi_i - phi_t: 24.736 deg
cos(phi_i - phi_t): 0.908248
entrance t_s: 0.57980
entrance t_p: 0.63837
exit t_s: 1.42020
exit t_p: 1.56367
one-interface ratio, entrance: 1.101021
one-interface ratio, exit: 1.101021
tan(psi), formula: 1.212246
tan(psi), direct part of full solution: 1.212246
psi: 50.480 deg
psi in radians: 0.88105 rad
|Delta|: 0.000 deg
azimuth found by extinction: 50.480 deg
rotation from 45 deg towards p: 5.480 deg
grazing limit of psi: 66.04 deg
reflectance R_s of one face: 0.17657
reflectance R_p of one face: 0.00180
direct transmittance, s: 0.6780
direct transmittance, p: 0.9964
distance between successive beams: 3.54 mm
psi, all beams added incoherently: 50.034 deg
shift of psi, incoherent: -0.446 deg
degree of polarization, incoherent: 0.98507
lowest psi, all beams coherent: 45.00 deg
highest psi, all beams coherent: 54.92 deg
angle error assumed: 0.1 deg
shift of psi from angle error: 0.0268 deg
rough crown-glass index: 1.52
shift of psi from that index: 0.2431 deg
rough strain retardation: 5.0 nm/cm
strain retardance of the plate: 1.74 deg
largest strain shift of psi: 0.0072 deg
largest strain shift of Delta: 1.75 deg
surface layer thickness, each face: 2.0 nm
surface layer index: 1.33
surface layer shift of psi: -0.00145 deg
surface layer shift of Delta: 0.152 deg
finished without a failed check
```
